Why d Levels at the Fermi Energy Slosh Despite Kerker Damping

**Question.** A self-consistent calculation on a metal with a localized d shell at the Fermi level refuses to settle. The d occupation is too high in one iteration and too low in the next. Long-wavelength charge sloshing gets worse as the cell grows and is cured by Kerker damping, but this oscillation persists in a cell of modest size and with the damping switched on. What drives it, how strong is it, and why does the damping not remove it?

**Answer.** The mechanism is a feedback loop on one atom. Suppose the input density holds slightly too many d electrons. They repel each other, so the d level rises. Because the level lies at the Fermi energy, a small rise empties a large part of it, and the output density holds far too few d electrons. If the next input follows the output too closely, the error changes sign and grows. Two quantities set the gain of the loop: how far the level moves per added electron, and how many electrons leave per unit of level shift. Both belong to the atom and its immediate surroundings, so neither grows without limit as the cell is enlarged; both level off once the host is large.

**How many electrons leave when the level moves**

Take a d level of energy ε, coupled by matrix elements V_j to host states of energy ε_j. Energies are measured from the Fermi level. The level's Green function G_d(E) is the d amplitude c_d that solves the equations with a unit source on the level:

(E − ε) c_d − Σ_j V_j c_j = 1

(E − ε_j) c_j − V_j* c_d = 0

The second line gives c_j = V_j* c_d/(E − ε_j). Inserted into the first, it yields

G_d(E) = 1/[E − ε − Δ(E)],  Δ(E) = Σ_j |V_j|²/(E − ε_j).

For a dense, wide band with constant coupling, and E just above the real axis, Δ = −iΓ with Γ = π|V|²ν, where ν is the number of host states per unit energy. In a larger host ν grows in proportion to the volume, while |V|² falls as its inverse, because each extended state has less weight on the atom. The half width Γ is therefore independent of size.

The spectral density of one d spin-orbital is

A(E − ε) = −(1/π) Im G_d = (Γ/π)/[(E − ε)² + Γ²].

Let all ten spin-orbitals share the same level, and let f be the Fermi function at temperature T. The d occupation is

n(ε) = 10 ∫ f(E) A(E − ε) dE.

Since A depends only on E − ε, ∂A/∂ε = −∂A/∂E. Integration by parts, with no boundary term because fA vanishes at both ends, gives

dn/dε = −10 ∫ f (∂A/∂E) dE = 10 ∫ (df/dE) A dE = −D,

D = 10 ∫ (−df/dE) A(E − ε) dE.

D is the d density of states at the Fermi level, D(E_F), averaged over the thermal window. For a fixed Fermi level, a small rise w of the level expels D w electrons.

Two bounds show what makes D large. The function A never exceeds 1/(πΓ), and −df/dE has unit area, so D ≤ 10/(πΓ). Conversely, −df/dE never exceeds 1/(4kT), and A has unit area, so D ≤ 10/(4kT). A narrow level at the Fermi energy gives a large D until thermal smearing limits it.

As an example take the round values Γ = 0.5 eV, ε = 0.1 eV and kT = 0.1 eV, where ε is the level at self-consistency. Numerical evaluation gives n = 4.43 electrons and D = 5.62 eV⁻¹.

The wide-band result can be compared with a level coupled to a finite set of host states between −20 and 20 eV. Diagonalizing the Hamiltonian at two nearby values of ε and differencing the occupations gives −dn/dε = 5.77, 5.72 and 5.72 eV⁻¹ for 100, 400 and 800 host states. The response stops changing once the host levels are dense enough to act as a continuum. It stays 1.8% above D because the band is finite. With half-bandwidth W, the real part of Δ near E = 0 is

(Γ/π) ln[(W + E)/(W − E)] ≈ ηE,  η = 2Γ/(πW) = 0.016,

so G_d ≈ 1/[(1 − η)E − ε + iΓ]. Then ∂G_d/∂ε = −(∂G_d/∂E)/(1 − η), which raises the response by a fraction of order η.

**The loop in one variable**

Let n* be the self-consistent occupation and e = n_in − n* a small input error. If each added d electron raises the level by U, the level shift is Ue and the output error is −D U e. The residual, output minus input, is

R = −D U e − e = −(1 + U D) e.

Linear mixing adds a fraction α of the residual to the input:

e_new = e + αR = [1 − α(1 + U D)] e.

The number that controls convergence is

λ = 1 + U D(E_F).

The 1 comes from the input that is subtracted in the residual; U D is the gain of the loop. The iteration converges when |1 − αλ| < 1, that is for 0 < α < 2/λ. For α above 1/λ the factor is negative, and the occupation error alternates in sign.

This argument leaves open which U is meant. The d charge also disturbs the host, and Kerker damping acts on the whole density. Both questions need the density in the cell.

**The host and the Kerker factor**

Consider a cubic cell of edge L and volume Ω. The Fourier components of a density error are δρ_G = ∫ δρ(r) exp(−iG·r) d³r. The potential energy it causes for an electron is v_G δρ_G, with v_G = 4πe²/G² in Gaussian notation. Only the Hartree interaction is kept. The G = 0 component is absent, because the electron number is fixed.

Let each d electron have the same normalized spherical density, a Gaussian of width σ centred at the origin, with components g_G = exp(−G²σ²/2). To first order the level moves by the average of the potential over this density:

w = (1/Ω) Σ_G g_G v_G δρ_G.

Treat the rest of the metal as a linear Thomas-Fermi host. It has D_h states per unit energy in the cell, and a local potential V expels (D_h/Ω)V electrons per volume. With k² = 4πe²D_h/Ω, the host's output is −(D_h/Ω)v_G δρ_G = −(k²/G²)δρ_G. Interference between d and host states in the density response is neglected. For a large cell, where the Fermi level stays put, the output error is

δρ_out,G = −(k²/G²) δρ_G + g_G δn(w),

where δn(w) = n(ε + w) − n(ε) is the change of d occupation. The residual is then

R_G = −(1 + k²/G²) δρ_G + g_G δn(w).

Without the d shell, each plane wave has its own eigenvalue 1 + k²/G². The smallest wavevector in the cell is 2π/L, so the largest host eigenvalue is

1 + k²L²/(4π²).

This is ordinary charge sloshing: it grows as L², because a long wave of charge makes a large potential.

Kerker damping multiplies the residual by P_G = G²/(G² + k²), here with the wavevector matched to the host. Since P_G(1 + k²/G²) = 1, one mixing step becomes

δρ_new,G = δρ_G + αP_G R_G = (1 − α) δρ_G + α P_G g_G δn(w).

The host term has become the same for all wavelengths. The d term remains. To see what it does, multiply by g_G v_G/Ω and sum over G. The left side becomes the new level shift:

w_new = (1 − α) w + α U δn(w),

U = (1/Ω) Σ_G g_G² v_G P_G = (1/Ω) Σ_G g_G² 4πe²/(G² + k²).

Within this model the level shift obeys a closed equation, even when δn(w) is not linear. For small w, δn = −D w, and

w_new = [1 − α(1 + U D)] w.

The one-variable result is recovered, and U is now identified. It is the repulsion of the d density with itself through 4πe²/(G² + k²), the interaction screened by the host.

The rest of the spectrum follows at once. Any density error with w = 0 is multiplied by 1 − α, so its eigenvalue is 1. An error of the shape P_G g_G has w = U, and the mixing step turns it into

(1 − α)P_G g_G − αD U P_G g_G = [1 − α(1 + U D)] P_G g_G.

Its eigenvalue is λ. Matched Kerker damping thus leaves two distinct eigenvalues: 1, shared by all errors that do not move the level, and λ = 1 + U D.

So the damping does touch the d feedback, but to a limited extent: it replaces the bare repulsion by the screened one. It suppresses components with G below about k, while a compact shell has components up to about 1/σ. When 1/σ equals k, about a quarter of the repulsion survives, as the formula below shows; for a more compact shell the share is larger.

**The screened repulsion**

In a large cell the sum becomes an integral, (1/Ω)Σ_G → ∫d³q/(2π)³. The angular integral gives 4π, so

U = (2e²/π) ∫₀^∞ [q²/(q² + k²)] exp(−q²σ²) dq.

Write q²/(q² + k²) = 1 − k²/(q² + k²). The first part is the Gaussian integral √π/(2σ). For the second, define

F(s) = ∫₀^∞ exp[−s(q² + k²)]/(q² + k²) dq.

Differentiation removes the denominator:

dF/ds = −½ √(π/s) exp(−sk²).

Since F vanishes for s → ∞, integrating back from there and substituting s = t²/k² gives

F(σ²) = (√π/2) ∫_{σ²}^∞ s^(−1/2) exp(−sk²) ds = (√π/k) ∫_{kσ}^∞ exp(−t²) dt = [π/(2k)] erfc(kσ).

The integral needed is exp(k²σ²)F(σ²). With x = kσ,

U = (2e²/π) {√π/(2σ) − k² exp(x²) [π/(2k)] erfc(x)}

 = [e²/(σ√π)] [1 − √π x exp(x²) erfc(x)].

For x → 0 the bracket tends to 1, and the bare repulsion e²/(σ√π) returns. A more extended shell or a stronger host screening makes U smaller.

Take σ = 0.6 bohr and k = 1 bohr⁻¹, so x = 0.6. The bare repulsion is 25.59 eV and the screened one is 10.14 eV. Screening removes about 60%, and what remains is still large:

λ = 1 + 10.14 eV × 5.62 eV⁻¹ ≈ 58.

**What the cell size does**

In a finite cell with a fixed number of electrons, the Fermi level cannot stay put. Let it move by μ. The host gains D_h μ electrons, since the average of V over the cell is zero, and the shell gains −D(w − μ). The total must vanish:

D_h μ = D(w − μ), so μ = D w/(D + D_h).

The shell's response is therefore reduced:

δn = −D(w − μ) = −[D D_h/(D + D_h)] w.

The repulsion changes too, because the sum for U has no G = 0 term. That term would be 4πe²/(Ωk²) = 1/D_h, by the definition of k². The sum including it describes the shell interacting with itself and with its periodic images through a screened interaction. The image part falls off essentially as exp(−kL) and is dropped. Hence U is replaced by U − 1/D_h, and

λ_L = 1 + (U − 1/D_h) D D_h/(D + D_h)

 = [D + D_h + U D D_h − D]/(D + D_h)

 = (1 + U D)/(1 + D/D_h).

D_h grows as L³, so λ_L rises towards 1 + U D and stops there. The feedback is independent of cell size only in the sense of this saturation, reached once the host has many more states at the Fermi level than the d shell. In a smaller cell the Fermi level follows the d level and weakens the feedback.

The table gives the largest eigenvalue for four cells. All rows use the same smooth D. This assumes dense k-point sampling. At the zone centre alone, free-electron levels are spaced by (2π/L)²/2 hartree, which is 5.4 eV for 10 bohr, 1.3 eV for 20 bohr and 0.34 eV for 40 bohr, all more than kT. Their degeneracies are also uneven: as the Fermi level is moved within ±0.5 eV, the thermally averaged host density of states ranges from 0.4 to 2.1 times the smooth value at 40 bohr, and still from 0.7 to 1.2 times it at 80 bohr. The host column is 1 + k²L²/(4π²). The last two columns come from differencing the complete SCF map numerically, with plane waves up to 6 bohr⁻¹, and finding the top eigenvalue iteratively.

| L (bohr) | host alone, undamped | with d shell, undamped | with d shell, Kerker |
|---|---|---|---|
| 10 | 3.5 | 36.8 | 19.8 |
| 20 | 11.1 | 102.2 | 46.7 |
| 40 | 41.5 | 136.4 | 56.3 |
| 80 | 163.1 | 180.3 | 57.7 |

For L = 40 bohr the host has D_h = 187.2 eV⁻¹, and the formula gives 57.96/(1 + 5.62/187.2) = 56.3, as in the table. Between 40 and 80 bohr the host eigenvalue almost quadruples, while the damped d eigenvalue changes by less than 3%. Without damping the two mechanisms mix, and the top eigenvalue keeps rising.

**Can another Kerker wavevector help?**

Let the damping be G²/(G² + q₀²), with q₀ different from k. A larger q₀ suppresses more of the d charge, but it also overdamps the host. Errors with w = 0 built from waves of one length |G| now have the eigenvalue

(G² + k²)/(G² + q₀²),

which tends to k²/q₀² for long waves. What limits linear mixing is the ratio of the largest to the smallest eigenvalue, since one α must serve both.

In the 40 bohr cell, q₀ = 2 bohr⁻¹ lowers the largest eigenvalue to 27.7, but the smallest drops to 0.255, and the ratio is 109. With q₀ = 0.5 bohr⁻¹ the largest is 86.6 and the ratio 85 at this cutoff; the smallest eigenvalue lies at the shortest wave and falls towards 1 as the cutoff is raised, so the ratio rises to 86.2 at 12 bohr⁻¹ and tends to 86.6. The matched value, q₀ = 1 bohr⁻¹, gives 56.3 for both, the best of the three. In this example, raising q₀ exchanges one slow process for another, and lowering it only enlarges the top eigenvalue while the smallest stays near 1.

**Width, position and smearing**

With U and kT unchanged and the level placed at the Fermi energy, 1 + U D rises as the level narrows:

- Γ = 2 eV: 17
- Γ = 0.5 eV: 60
- Γ = 0.1 eV: 161
- Γ = 0.01 eV: 241

The thermal bound D ≤ 10/(4kT) = 25 eV⁻¹ caps it at 1 + 10.14 × 25 ≈ 254. A higher smearing temperature lowers this cap, at the price of computing a warmer electron system.

Narrowness alone is not enough. With Γ = 0.5 eV but the level 3 eV above the Fermi energy, D is 0.174 eV⁻¹ and 1 + U D is 2.8. The shell is as compact and as repulsive as before, but a small shift has few electrons to move.

**What happens in an actual iteration**

In the 40 bohr cell the stability limit is α = 2/56.27 = 0.0355. At 0.95 of the limit, each step multiplies a small level error by 1 − 1.9 = −0.9; after 60 steps its size has fallen to 0.0018 of the initial value. At 1.05 of the limit the factor is −1.1, and after 60 steps the error has grown 304 times.

The growth cannot continue for ever, because the shell holds between 0 and 10 electrons. With α = 0.1 and an initial level error of 1 meV, the run ends in a regular alternation: the output d occupation is 0.49 in one iteration and 8.55 in the next, while the self-consistent value is 4.43. The closed equation for w, iterated with the finite-cell forms of U and δn, gives the same two numbers. This is occupation sloshing in its developed form.

Staying below the limit is safe but slow. With eigenvalues 1 and λ_L, the best fixed α makes the two error factors equal in size, 1 − α = αλ_L − 1, so α = 2/(1 + λ_L). The error then shrinks per step by

(λ_L − 1)/(λ_L + 1) = 55.27/57.27 = 0.965,

and a reduction by 10⁶ takes 389 steps.

The same spectrum shows a better way. A step with α = 1/λ_L removes the d error to linear order, and a step with α = 1 removes the rest. For an eigenvalue y, the two steps multiply the error by (1 − y/λ_L)(1 − y), which is zero for both y = 1 and y = λ_L. What survives comes from the curvature of δn(w), so for small shifts the surviving fraction is proportional to the initial level shift. Applied to one random density error with a level shift of 0.1 meV, the two steps left a fraction 1.4 × 10⁻⁵ of it, measured by the square root of its electrostatic energy. The figure depends on the draw; for random errors of this kind, with one amplitude for all waves of equal |G|, about 10⁻⁴ is more typical. The value of λ_L need not be known in advance. The error w is measured from the unknown self-consistent level, but the damped residual is available in every iteration. Its level shift is w_R = (1/Ω) Σ_G g_G v_G P_G R_G = (w_new − w)/α, which equals −λ_L w for small w. The values of w_R after and before one small trial step therefore stand in the ratio w_new/w = 1 − αλ_L, and this ratio gives λ_L. The difficulty lies in a single direction of density space, and a mixing scheme that learns the response along that direction can deal with it.

**Where the result stops**

The formula 1 + U D describes one shell whose ten spin-orbitals fill and empty together. An exchange-correlation kernel would change U. The single eigenvalue 1 relies on Thomas-Fermi screening at all wavelengths, whereas a real electron gas screens less at large G; for k = 1 bohr⁻¹, 2k_F is 1.57 bohr⁻¹, below 1/σ. With the Lindhard response the top eigenvalue in the 40 bohr cell hardly moves (56.2), but the host eigenvalues spread between 0.84 and 1, and the two-step cure leaves up to 16% of some components. Transfers between d orbitals or between spins, at constant total d charge, have interactions of their own and are not covered. In a crystal with many d atoms the shells also act on each other, so that U and D become matrices over the sites. With one shell in a cell of atomic size the Fermi level follows the level almost fully: for an edge of 4.2 bohr the model gives an eigenvalue of only 2.4, and the image term is no longer negligible. The large value returns in supercells of such a lattice, about 59 for 2 × 2 × 2 atoms, for errors that move charge from one shell to another. If the host levels are too sparse for the chosen smearing, D is no longer a smooth density of states, and the response depends on where the individual levels fall.
